**Side-coupled level: transmission zero and Fano parameter**

A level of bare energy E_d, coupled by V to one site of a lossless single-channel wire, gives T = T_b (e+q)²/(e²+1), with T = 0 at E_d. Here T_b is the transmission without the level, e is the energy from the shifted resonance in units of the half-width, and 1+q² = A/T_b, where A = 4Γ_LΓ_R/(Γ_L+Γ_R)² measures the inequality of the broadenings Γ_L and Γ_R by the two half-wires. The program solves the scattering wavefunctions directly and asserts that they agree with this form in four wires, one of them asymmetric. It also asserts the zero and peak positions, the Green function against diagonalization of a long chain, and the agreement of a free fit with the predicted q and half-width. Further assertions cover the error of constant parameters, the zero moved by a second attachment point, and the zero filled by loss. In the main example the output shows T_b = 0.636, q = −0.756, a zero at 0.500 eV and a peak with T = 1 at 0.447 eV. In the asymmetric wire |q| is 0.926, whereas the formula for equal half-wires would give 1.042.

## Check in Python

```python
"""
Side-coupled level on a single-channel wire: test of
    T(E) = T_b (e + q)^2 / (e^2 + 1),   T(E_d) = 0,   1 + q^2 = A / T_b.
T, T_b : transmission with and without the level (bare energy E_d, coupling V)
g      : retarded Green function of the attachment site without the level
gamma  : half-width -V^2 Im g;  e = (E - E_d - V^2 Re g)/gamma;  q = -Re g/Im g
A      : 4 GL GR/(GL + GR)^2, with GL, GR the broadenings by the half-wires
Leads have site energy 0 and hopping -t. All energies are in eV.
The reference transmission comes from matching scattering wavefunctions.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import curve_fit, minimize_scalar

t, U, E_d, V = 2.0, 3.0, 0.5, 0.4


def scatter(E, energies, hops, couplings=None, level=E_d):
    """Return T, R and amplitudes for a unit wave incident from the left."""
    n = len(energies)
    size = n + (1 if couplings else 0)
    H = np.zeros((size, size), complex)
    H[range(n), range(n)] = energies
    for i, h in enumerate(hops):
        H[i, i + 1] = H[i + 1, i] = h
    if couplings:
        H[n, n] = level
        for site, c in couplings.items():
            H[site, n] = H[n, site] = c
    k = np.arccos(-E / (2 * t))
    M = E * np.eye(size) - H
    M[0, 0] += t * np.exp(1j * k)
    M[n - 1, n - 1] += t * np.exp(1j * k)
    source = np.zeros(size, complex)
    source[0] = 2j * t * np.sin(k)
    psi = np.linalg.solve(M, source)
    return abs(psi[n - 1])**2, abs(psi[0] - 1)**2, psi


def site_green(E, energies, hops, site):
    """Green function and two broadenings of a site, by elimination."""
    lead = -t * np.exp(1j * np.arccos(-E / (2 * t)))
    left = right = lead
    for i in range(site):
        left = hops[i]**2 / (E - energies[i] - left)
    for i in range(len(energies) - 1, site, -1):
        right = hops[i - 1]**2 / (E - energies[i] - right)
    g = 1 / (E - energies[site] - left - right)
    return g, -2 * left.imag, -2 * right.imag


def fano(E, center, gamma, q, background):
    e = (E - center) / gamma
    return background * (e + q)**2 / (e**2 + 1)


# Exact line shape, with |q| obtained from the matched background transmission
asym = ([1.5, 0.0, 1.0, 0.0], [-t, -t, -1.2], 2)
wires = [([U], [], 0), ([-U], [], 0), ([0.0], [], 0), asym]
worst_shape = worst_flux = 0.0
for energies, hops, site in wires:
    for E in np.linspace(-3.1, 3.3, 161):
        T, R, _ = scatter(E, energies, hops, {site: V})
        Tb, Rb, _ = scatter(E, energies, hops)
        g, GL, GR = site_green(E, energies, hops, site)
        A = 4 * GL * GR / (GL + GR)**2
        q = np.sign(g.real) * np.sqrt(max(A / Tb - 1, 0.0))
        gamma = -V**2 * g.imag
        center = E_d + V**2 * g.real
        worst_shape = max(worst_shape, abs(T - fano(E, center, gamma, q, Tb)))
        worst_flux = max(worst_flux, abs(T + R - 1), abs(Tb + Rb - 1))
        assert T <= A + 1e-10
    assert scatter(E_d, energies, hops, {site: V})[0] < 1e-24
# the square root near q = 0 amplifies rounding to about 1e-8
assert worst_shape < 1e-6 and worst_flux < 1e-10

# Closed Green function against diagonalization of a long finite chain
n_chain = 1201
diagonal = np.zeros(n_chain)
diagonal[n_chain // 2] = U
values, vectors = eigh_tridiagonal(diagonal, -t * np.ones(n_chain - 1))
z = E_d + 0.1j
g_sum = np.sum(vectors[n_chain // 2]**2 / (z - values))
g_closed = 1 / (1j * np.sqrt(4 * t**2 - z**2) - U)
assert abs(g_sum - g_closed) < 1e-8

# Worked example: closed parameters at the level energy
v = np.sqrt(4 * t**2 - E_d**2)
g0 = 1 / (1j * v - U)
gamma0, center0, q0 = -V**2 * g0.imag, E_d + V**2 * g0.real, -U / v
Tb0, Rb0, _ = scatter(E_d, [U], [])
assert abs(Tb0 - v**2 / (v**2 + U**2)) < 1e-12
assert abs(q0**2 - Rb0 / Tb0) < 1e-12


def T_main(E, coupling=V):
    return scatter(E, [U], [], {0: coupling})[0]


zero = minimize_scalar(T_main, bounds=(0.47, 0.54), method="bounded",
                       options={"xatol": 1e-9}).x
peak = minimize_scalar(lambda E: -T_main(E), bounds=(0.38, 0.49),
                       method="bounded", options={"xatol": 1e-9}).x
assert abs(zero - E_d) < 1e-6
assert abs(peak - (E_d - V**2 / U)) < 1e-6
assert abs(T_main(peak) - 1) < 1e-10

# Wavefunction at the zero: node on the wire, finite amplitude on the level
psi0, psi_level = scatter(E_d, [U], [], {0: V})[2]
assert abs(psi0) < 1e-12
assert abs(psi_level + 1j * v / V) < 1e-10

# Free four-parameter fit to the matched transmission
grid = np.linspace(E_d - 0.15, E_d + 0.15, 241)
curve = np.array([T_main(E) for E in grid])
fit, _ = curve_fit(fano, grid, curve, p0=[0.45, 0.05, -0.3, 0.5])
fit_q = fit[2] * np.sign(fit[1])
assert abs(fit_q - q0) < 0.02
assert abs(abs(fit[1]) / gamma0 - 1) < 0.03

# Error of constant parameters at fixed reduced energy, for several couplings
reduced = np.linspace(-5, 5, 201)
errors = {}
for c in (0.4, 0.2, 0.1):
    width, middle = -c**2 * g0.imag, E_d + c**2 * g0.real
    errors[c] = max(abs(T_main(middle + e * width, c)
                        - Tb0 * (e + q0)**2 / (e**2 + 1)) for e in reduced)
ratio = errors[0.2] / errors[0.1]
assert 3.6 < ratio < 4.4  # leading law 4, with higher orders in coupling

# Second attachment point moves the zero; loss on the level fills it
V1 = 0.2
moved = E_d + V * V1 / t
T_moved = scatter(moved, [U, 0.0], [-t], {0: V, 1: V1})[0]
T_bare = scatter(E_d, [U, 0.0], [-t], {0: V, 1: V1})[0]
assert T_moved < 1e-20 and T_bare > 1e-3
eta = 0.01
T_loss = scatter(E_d, [U], [], {0: V}, E_d - 1j * eta)[0]
assert abs(T_loss - Tb0 * eta**2 / abs(1j * eta - V**2 * g0)**2) < 1e-12

# Unequal half-wires at the level energy
ga, GLa, GRa = site_green(E_d, *asym)
Tba, Rba, _ = scatter(E_d, asym[0], asym[1])
Aa = 4 * GLa * GRa / (GLa + GRa)**2
qa = -ga.real / ga.imag
assert abs(1 + qa**2 - Aa / Tba) < 1e-10
assert abs(abs(qa) - np.sqrt(Rba / Tba)) > 1e-3

hartree = physical_constants["Hartree energy in eV"][0]
print(f"Hopping t = {t:.1f} eV; site-0 energy U = {U:.1f} eV")
print(f"Level E_d = {E_d:.1f} eV; coupling V = {V:.1f} eV")
print(f"v = sqrt(4t^2-E_d^2) = {v:.4f} eV")
print(f"Re g = {g0.real:.5f} 1/eV; Im g = {g0.imag:.5f} 1/eV")
print(f"Background T_b = {Tb0:.4f}; R_b = {Rb0:.4f} (no unit)")
print(f"q from background = {q0:.4f} (no unit)")
print(f"q from free fit = {fit_q:.4f} (no unit)")
print(f"Half-width gamma = {gamma0:.5f} eV = {gamma0/hartree:.3e} hartree")
print(f"Half-width from free fit = {abs(fit[1]):.5f} eV")
print(f"Shifted resonance (e = 0) = {center0:.5f} eV")
print(f"Zero located numerically = {zero:.5f} eV")
print(f"Peak located numerically = {peak:.5f} eV")
print(f"T at peak = {T_main(peak):.6f} (no unit)")
print(f"|psi_d|^2 at zero, unit incident wave = {abs(psi_level)**2:.3f}")
print("Columns: e, E in eV, T matched, T constant-parameter Fano")
for e in (-4.0, -2.0, 1 / q0, 0.0, -q0, 2.0, 4.0):
    E = center0 + e * gamma0
    shape = fano(E, center0, gamma0, q0, Tb0)
    print(f"  {e:8.4f} {E:9.5f} {T_main(E):9.5f} {shape:9.5f}")
for c, error in errors.items():
    print(f"Max constant-parameter error, |e|<=5, V={c:.1f} eV: {error:.2e}")
print(f"Error ratio for V = 0.2 and 0.1 eV = {ratio:.3f} (no unit)")
print(f"Max error of exact Fano form, four wires = {worst_shape:.1e}")
print("Unequal wire: site energies 1.5, 0, 1, 0 eV; level on third site")
print(f"  hoppings {asym[1][0]:.1f}, {asym[1][1]:.1f}, {asym[1][2]:.1f} eV")
print(f"  Gamma_L = {GLa:.4f} eV; Gamma_R = {GRa:.4f} eV")
print(f"  A = {Aa:.4f}; T_b = {Tba:.4f} (no unit)")
print(f"  q = {qa:.4f}; sqrt(R_b/T_b) = {np.sqrt(Rba/Tba):.4f}")
print(f"Second coupling V1 = {V1:.1f} eV: zero at {moved:.4f} eV")
print(f"  T at bare E_d with second coupling = {T_bare:.4f} (no unit)")
print(f"Loss eta = {eta:.2f} eV: T at E_d = {T_loss:.4f} (no unit)")
print("OK")
```

It prints:

```
Hopping t = 2.0 eV; site-0 energy U = 3.0 eV
Level E_d = 0.5 eV; coupling V = 0.4 eV
v = sqrt(4t^2-E_d^2) = 3.9686 eV
Re g = -0.12121 1/eV; Im g = -0.16035 1/eV
Background T_b = 0.6364; R_b = 0.3636 (no unit)
q from background = -0.7559 (no unit)
q from free fit = -0.7579 (no unit)
Half-width gamma = 0.02566 eV = 9.428e-04 hartree
Half-width from free fit = 0.02571 eV
Shifted resonance (e = 0) = 0.48061 eV
Zero located numerically = 0.50000 eV
Peak located numerically = 0.44667 eV
T at peak = 1.000000 (no unit)
|psi_d|^2 at zero, unit incident wave = 98.437
Columns: e, E in eV, T matched, T constant-parameter Fano
   -4.0000   0.37798   0.84757   0.84670
   -2.0000   0.42929   0.96679   0.96665
   -1.3229   0.44667   1.00000   1.00000
    0.0000   0.48061   0.36392   0.36364
    0.7559   0.50000   0.00000   0.00000
    2.0000   0.53192   0.19665   0.19698
    4.0000   0.58323   0.39258   0.39395
Max constant-parameter error, |e|<=5, V=0.4 eV: 1.90e-03
Max constant-parameter error, |e|<=5, V=0.2 eV: 4.38e-04
Max constant-parameter error, |e|<=5, V=0.1 eV: 1.07e-04
Error ratio for V = 0.2 and 0.1 eV = 4.084 (no unit)
Max error of exact Fano form, four wires = 1.5e-08
Unequal wire: site energies 1.5, 0, 1, 0 eV; level on third site
  hoppings -2.0, -2.0, -1.2 eV
  Gamma_L = 2.8379 eV; Gamma_R = 1.4287 eV
  A = 0.8909; T_b = 0.4796 (no unit)
  q = -0.9260; sqrt(R_b/T_b) = 1.0416
Second coupling V1 = 0.2 eV: zero at 0.5400 eV
  T at bare E_d with second coupling = 0.3256 (no unit)
Loss eta = 0.01 eV: T at E_d = 0.0386 (no unit)
OK
```
